# Rotation-protected Weyl nodes of higher charge and their density of states

**Setting.** Two nondegenerate bands of a crystal cross at a point $\mathbf k_0$ on an $n$-fold rotation or screw axis, taken as $z$. Unless stated otherwise $\mathbf k_0$ is a generic point of the axis, and the rotation is assumed to be the sole symmetry that restricts the expansion about it (no mirror containing the axis, and no antiunitary operation leaving $\mathbf k_0$ fixed). Electrons are independent particles and Hartree atomic units are used. With $\mathbf q=\mathbf k-\mathbf k_0$, $q_\pm=q_x\pm iq_y=\rho e^{\pm i\varphi}$ and energy measured from the crossing, the two-band Hamiltonian is

$$H(\mathbf q)=\begin{pmatrix}h_0+g & f\\ f^* & h_0-g\end{pmatrix}=h_0+\mathbf d\cdot\boldsymbol\sigma,\qquad f=d_x-id_y,\quad g=d_z .$$

It is analytic in $\mathbf q$, and remote bands are taken to be folded in without breaking the symmetry. $R$ is the anticlockwise rotation by $2\pi/n$, so $q_\pm\to\omega^{\pm1}q_\pm$ with $\omega=e^{2\pi i/n}$.

**(a) Which $n$ can occur? Find the constraint the axis puts on $f$, $g$, $h_0$, and their leading terms.**

*Solution.* $R$ maps lattice vectors to lattice vectors, so its matrix in a lattice basis has integer entries and an integer trace. The trace does not depend on the basis and equals $1+2\cos(2\pi/n)$. Hence $2\cos(2\pi/n)\in\{2,1,0,-1,-2\}$, that is $n=1,6,4,3,2$.

Let $\hat C$ rotate by $R$ and translate by $\tau\hat{\mathbf z}$ ($\tau=0$ for a pure rotation), and let $\hat C\psi_j=u_j\psi_j$ for the two states at $\mathbf k_0$. The basis of $H(\mathbf q)$ is $|j,\mathbf q\rangle=e^{i\mathbf q\cdot\mathbf r}\psi_j$. The operation sends $e^{i\mathbf q\cdot\mathbf r}$ to $e^{iR\mathbf q\cdot(\mathbf r-\tau\hat{\mathbf z})}$, so $\hat C|j,\mathbf q\rangle=e^{-iq_z\tau}u_j|j,R\mathbf q\rangle$. Since $\hat C$ is unitary and commutes with the crystal Hamiltonian $\hat H$,

$$H_{ij}(\mathbf q)=\langle \hat C\,i,\mathbf q|\hat H|\hat C\,j,\mathbf q\rangle=u_i^*u_j\,H_{ij}(R\mathbf q),$$

the phase $e^{-iq_z\tau}$ cancelling between bra and ket. The power $\hat C^n$ is a translation by $n\tau$ times $+1$ (no spin) or $-1$ (spin one half), so $u_1^n=u_2^n=\pm e^{-ik_{0z}n\tau}$. The ratio is therefore an $n$-th root of unity, $u_1/u_2=\omega^p$ with $p\in\{0,\dots,n-1\}$, and spin and screw phases drop out of it. The elements 12, 11 and 22 give

$$f(R\mathbf q)=\omega^pf(\mathbf q),\qquad g(R\mathbf q)=g(\mathbf q),\qquad h_0(R\mathbf q)=h_0(\mathbf q).$$

A monomial $q_+^jq_-^lq_z^s$ is multiplied by $\omega^{j-l}$. The monomials are linearly independent, so each must obey the rule separately: $j-l\equiv p \pmod n$ in $f$, and $j-l\equiv0$ in $g$ and $h_0$.

For $p=0$ a constant is allowed in $f$. Where $g=0$ on the axis the gap is then $2|f|\neq0$ unless a complex number is tuned to zero, and no node is protected. For $p\ne0$ every term of $f$ has $j-l\ne0$ and vanishes on the axis, so the one real condition $g(q_z)=0$ fixes a crossing, which small symmetric changes of $H$ shift along the axis but do not remove as long as $\partial g/\partial q_z\ne0$.

The power of $\rho$ is $j+l\ge|j-l|$. The smallest $|j-l|$ in the class of $p$ comes from $j-l=p$ or $p-n$, so the leading power is

$$N=\min(p,\,n-p).$$

For $p<n/2$ the leading term is $aq_+^N$, for $p>n/2$ it is $bq_-^N$, and for $p=n/2$ both are allowed. All cases are contained in

$$f=aq_+^N+bq_-^N,\qquad g=vq_z+m\rho^2,\qquad h_0=wq_z+m_0\rho^2,$$

with $a,b$ complex, $v\neq0$, and $v,w,m,m_0$ real. For $n=4,6$, $\rho^2=q_+q_-$ is the single transverse invariant below fourth order, because $q_\pm^2$ and $q_\pm^3$ fail $j-l\equiv0$. For $n=2$ the terms $q_\pm^2$ also enter $g$ and $h_0$, but there $N=1$ and quadratic terms are corrections.

**(b) Let $\chi$ be the outward flux of the lower-band Berry curvature through a small sphere about the node, divided by $2\pi$, with connection $A=i\langle u|du\rangle$. Find $\chi$ and list the values of $|\chi|$ for each $n$.**

*Solution.* Write $\mathbf d=|\mathbf d|(\sin\Theta\cos\Phi,\sin\Theta\sin\Phi,\cos\Theta)$, so $f=|f|e^{-i\Phi}$. The lower eigenvector can be taken as $u=(\sin\frac\Theta2e^{-i\Phi},-\cos\frac\Theta2)$, which is smooth at $\Theta=0$, or as $u'=e^{i\Phi}u=(\sin\frac\Theta2,-\cos\frac\Theta2e^{i\Phi})$, which is smooth at $\Theta=\pi$. The $d\Theta$ parts of $\langle u|du\rangle$ cancel because the norm is constant, leaving

$$A=\sin^2\tfrac\Theta2\,d\Phi,\qquad A'=-\cos^2\tfrac\Theta2\,d\Phi,\qquad A-A'=d\Phi .$$

Because $v\ne0$, the equation $g=0$ has on a small sphere one closed curve $\Gamma$ near the equator, with $q_z=-m\rho^2/v+\dots$. On the cap $g>0$ one has $\Theta<\pi/2$ and $u$ is smooth; on the cap $g<0$, $u'$ is smooth. For $v>0$ the cap $g>0$ is the northern one, whose boundary for an outward normal runs toward increasing $\varphi$; the southern boundary runs the other way. Stokes' theorem on each cap gives

$$2\pi\chi=\oint_\Gamma A-\oint_\Gamma A'=\oint_\Gamma d\Phi=-\oint_\Gamma d\arg f .$$

For $v<0$ the caps exchange and the sign reverses. With $\ell$ the winding number of $f$ along $\Gamma$,

$$\chi=-\ell\,\operatorname{sgn}v .$$

For $H=\boldsymbol\sigma\cdot\mathbf q$, $f=q_-$, $\ell=-1$ and $\chi=+1$.

If $|a|>|b|$, then $f=a\rho^Ne^{iN\varphi}\,[1+(b/a)e^{-2iN\varphi}]$. The bracket has a positive real part and does not wind, so $\ell=N$. If $|b|>|a|$ the same factoring gives $\ell=-N$. Higher terms multiply $f$ on $\Gamma$ by $1+O(\rho)$, which again does not wind on a small enough sphere. Thus $|\chi|=N=\min(p,n-p)$. For $p=1,\dots,n-1$ this gives

- $C_2$: 1
- $C_3$: 1, 1
- $C_4$: 1, 2, 1
- $C_6$: 1, 2, 3, 2, 1

With the rotation alone, charge two requires $C_4$ with $u_1/u_2=-1$ or $C_6$ with $u_1/u_2=e^{\pm2\pi i/3}$, and charge three requires $C_6$ with $u_1/u_2=-1$.

The eigenvalues fix $\chi$ modulo $n$. For $v>0$ the lower state is $|2\rangle$ at the north pole and $|1\rangle$ at the south pole, so $u_{\rm N}/u_{\rm S}=\omega^{-p}=\omega^{-\ell}=\omega^\chi$; for $v<0$ the ratio is inverted and $\chi=\ell$, so $\omega^\chi=u_{\rm N}/u_{\rm S}$ again. For $p=n/2$ the values $\pm n/2$ are congruent and the sign is set by $|a|-|b|$. At $|a|=|b|$ the bracket vanishes at some angles and the leading terms do not determine $\chi$. A mirror plane containing the axis also spoils the result: it maps each small loop on the sphere to a loop with the same Berry phase but the opposite sense seen from outside, so a gap open on the whole sphere would give $\chi=-\chi=0$. But if $f$ has no zero on $\Gamma$, the rule $f(R\mathbf q)=\omega^pf(\mathbf q)$ makes $\arg f$ advance by $2\pi p/n$ plus the same multiple of $2\pi$ in each of the $n$ sectors, so $\ell\equiv p\pmod n$ and $\chi\neq0$ for $p\ne0$. The gap must therefore close somewhere on every small sphere: the crossing is not an isolated node and $\chi$ is not defined. The numerical check confirms $\chi$ with its sign, and the relation modulo $n$, on random quartic Hamiltonians averaged over each rotation group.

**(c) A monomial of non-minimal winding is also allowed in $f$. What happens to a node built on it? Then take $\mathbf k_0$ invariant under time reversal $T$ on a $C_3$ axis and find $|\chi|$ for a spinless doublet $u=(\omega,\omega^*)$ and a Kramers pair $u=(-1,-1)$.**

*Solution.* Take $g=q_z$ and $f=q_+^L+\epsilon q_-^K$ with $L+K=n$, $L>K\ge0$, $\epsilon>0$. Both terms acquire the same phase, since $\omega^{-K}=\omega^{n-K}=\omega^L$, so nothing forbids $\epsilon$. Nodes lie at $q_z=0$, $f=0$. Away from the origin, $\rho^Le^{iL\varphi}=-\epsilon\rho^Ke^{-iK\varphi}$ gives

$$\rho=\epsilon^{1/(L-K)},\qquad e^{in\varphi}=-1,$$

which are $n$ satellites related by the rotation. Close to the origin the $\epsilon$ term dominates and $\ell=-K$; outside the satellites the first term dominates and $\ell=L$. The winding on a large loop is the sum of the windings about the enclosed zeros, so $L=-K+n\ell_s$ and $\ell_s=+1$. With $v>0$ the outer charge $-L$ splits into a central charge $+K$ and $n$ charges $-1$. The cases $(L,K)=(2,1)$ and $(3,1)$ show that $C_3$ alone does not hold a charge-two node nor $C_4$ a charge-three node. The cases $(3,0)$ and $(2,0)$ describe lowering $C_6$ to $C_3$ and $C_4$ to $C_2$: the axis is gapped and the node falls into three or two simple ones. All four are tested numerically.

Time reversal can forbid $\epsilon$. For the spinless doublet $\psi_2=\psi_1^*$, so $T=\sigma_xK$ with $K$ complex conjugation, and $H(\mathbf q)=\sigma_xH(-\mathbf q)^*\sigma_x$. Conjugation by $\sigma_x$ swaps the indices. The 12 element gives $f(\mathbf q)=[H_{21}(-\mathbf q)]^*=f(-\mathbf q)$, and the 11 element gives $H_{11}(\mathbf q)=H_{22}(-\mathbf q)$, so $f$ and $h_0$ are even and $g$ is odd. Here $u_1/u_2=\omega^2$, $p=2$. The linear term $q_-$ is odd and drops out, leaving $f=aq_+^2+a'q_zq_-+\dots$ and $g=vq_z+O(q^3)$. On $\Gamma$, $q_z=O(\rho^3)$, so $a'q_zq_-=O(\rho^4)$, $\ell=2$ and $|\chi|=2$.

For the Kramers pair $T=i\sigma_yK$. From $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ follows $\mathbf d(-\mathbf q)=-\mathbf d(\mathbf q)$, and $p=0$ makes every component of $\mathbf d$ invariant under $R$. The odd invariants are $q_z$, then $q_\pm^3$, $q_z\rho^2$, $q_z^3$. The linear part is $\mathbf A q_z$ with a real vector $\mathbf A$. Since $u_1=u_2$, any basis of the pair is allowed; choose the one with $\sigma_z$ along $\mathbf A$. Then $g=|\mathbf A|q_z+O(q^3)$, on $\Gamma$ the terms with $q_z$ in $f$ are $O(\rho^5)$, and $f=aq_+^3+bq_-^3$, so $|\chi|=3$ for $|a|\ne|b|$. The list in (b) is therefore a statement about the rotation acting alone. Both cases are tested.

**(d) Find the two bands of the model of (a). With what power of $\rho$ does the gap open away from the axis?**

*Solution.* The eigenvalues are $h_0\pm\sqrt{g^2+|f|^2}$, with $|f|=c(\varphi)\rho^N$ and $c=|a+be^{-2iN\varphi}|$, which lies between $||a|-|b||$ and $|a|+|b|$. Set $z=g=vq_z+m\rho^2$. Then $q_z=(z-m\rho^2)/v$ and $h_0=(w/v)z+(m_0-wm/v)\rho^2$, so

$$E_\pm=tz+\mu\rho^2\pm\sqrt{z^2+c^2\rho^{2N}},\qquad t=\frac wv,\quad \mu=m_0-tm .$$

On the axis $E_\pm=tz\pm|z|$ is linear. From here on $|t|<1$, so the two branches have opposite slopes, and $s=\sqrt{1-t^2}$.

At fixed $\rho,\varphi$ the gap $2\sqrt{z^2+c^2\rho^{2N}}$ is smallest at $z=0$, where it is $2c\rho^N$: quadratic for charge two, cubic for charge three. This minimum lies on the paraboloid $q_z=-m\rho^2/v$. In the plane $q_z=0$ the gap is $2\sqrt{m^2\rho^4+c^2\rho^{2N}}$, which for $N=3$ and $m\neq0$ tends to $2|m|\rho^2$. When $m\neq0$, a straight transverse cut through a charge-three node therefore shows a quadratic splitting, and the cubic law refers to the minimised gap. The program tests both exponents. For the Kramers node of (c), time reversal makes $g$ odd and forces $m=0$, so there the splitting in the plane $q_z=0$ is itself cubic. For $n=4,6$ the omitted diagonal terms $q_z^2$, $q_z\rho^2$, $\rho^4$ and, for $n=4$, $q_\pm^4$ are $O(\rho^4)$ near the paraboloid and are smaller than $c\rho^N$ for $N\le3$. For $n=2,3$ with the rotation alone, the terms $q_\pm^2$ or $q_\pm^3$ are also omitted, but there $N=1$ and they are smaller than $c\rho$. For the Kramers node, $g$ contains $\gamma q_+^3+\gamma^*q_-^3$, of the same order as $f$. This term moves the surface $g=0$ to $q_z=O(\rho^3)$ and changes the coefficient, not the power, of the splitting at $q_z=0$, while the minimised gap remains $2c\rho^3$ to leading order.

**(e) Reduce the density of states per volume, $D(E)$, of one node to a radial integral, and evaluate it for $\mu=0$.**

*Solution.* With $u=\rho^2$, $d^3q=d\varphi\,\frac{du}2\,\frac{dz}{|v|}$, since $\partial q_z/\partial z=1/v$ at fixed $\rho$. Writing $\langle\cdot\rangle$ for the average over $\varphi$,

$$D=\int\!\frac{d^3q}{(2\pi)^3}\sum_\pm\delta(E-E_\pm)=\frac1{8\pi^2|v|}\Big\langle\int_0^\infty\!du\int\!dz\sum_\pm\delta(x-\varepsilon_\pm)\Big\rangle,$$

where $x=E-\mu u$, $\varepsilon_\pm=tz\pm\sqrt{z^2+\Delta^2}$, $\Delta^2=c^2u^N$. Define

$$G=(x-\varepsilon_+)(x-\varepsilon_-)=(x-tz)^2-z^2-\Delta^2=-s^2z^2-2xtz+x^2-\Delta^2 .$$

Its roots are $z_{1,2}=(-xt\pm\sqrt Q)/s^2$ with $Q=x^2t^2+s^2(x^2-\Delta^2)=x^2-s^2\Delta^2$. States exist where $Q>0$; so at fixed $u,\varphi$ the bottom of $\varepsilon_+$ is $s\Delta$ and the top of $\varepsilon_-$ is $-s\Delta$. Each root contributes $1/|\partial_z\varepsilon|$, which by implicit differentiation of $G=0$ is $|\partial_xG|/|\partial_zG|$. At the roots $\partial_zG=-2s^2z-2xt=\mp2\sqrt Q$ and $\partial_xG=2(x-tz)$. There $|x-tz|=\sqrt{z^2+\Delta^2}\ge|z|\ge|tz|$, so $x-tz$ has the sign of $x$ at both roots, and with $z_1+z_2=-2xt/s^2$ the moduli add to $|2x+2t^2x/s^2|=2|x|/s^2$. The $z$ integral is $2|x|/(s^2\sqrt Q)$, and

$$D(E)=\frac1{4\pi^2|v|s^2}\Big\langle\int_{Q>0}du\,\frac{|E-\mu u|}{\sqrt{(E-\mu u)^2-s^2c^2u^N}}\Big\rangle .$$

For $\mu=0$ put $u=(|E|/sc)^{2/N}y^{\alpha}$, $\alpha=1/N$. Then $Q=E^2(1-y)$ and the integral is $(|E|/sc)^{2\alpha}\,\alpha\int_0^1y^{\alpha-1}(1-y)^{-1/2}dy=(|E|/sc)^{2\alpha}\alpha B(\alpha,\frac12)$, with $B$ the beta function. From $\Gamma(x+1)=x\Gamma(x)$, $B(\frac12,1+\alpha)=B(\frac12,\alpha)\,\alpha/(\alpha+\frac12)$, so $\alpha B(\alpha,\frac12)=\frac12(1+2\alpha)B(\frac12,1+\alpha)$.

For the angular average take $|b|<|a|$ (otherwise exchange them), $\beta=b/a$, $\theta=-2N\varphi$. Then $c^{-2\alpha}=|a|^{-2\alpha}(1+\beta e^{i\theta})^{-\alpha}(1+\beta^*e^{-i\theta})^{-\alpha}$. Expand each factor by $(1+X)^{-\alpha}=\sum_k(\alpha)_k(-X)^k/k!$, with $(\alpha)_k$ the rising factorial. The average keeps equal powers, giving $\sum_k[(\alpha)_k/k!]^2|\beta|^{2k}={}_2F_1(\alpha,\alpha;1;|\beta|^2)$ because $(1)_k=k!$. Hence

$$D_{\rm pow}(E)=\frac{(1+\frac2N)\,B(\frac12,1+\frac1N)\,{}_2F_1(\frac1N,\frac1N;1;|\beta|^2)}{8\pi^2|v|\,s^{2+2/N}|a|^{2/N}}\,|E|^{2/N}.$$

The powers are $E^2$, $|E|$, $|E|^{2/3}$: a slower transverse dispersion admits a wider disc, $\rho^2\sim|E|^{2/N}$, so more states lie at low energy. For $t=b=0$, $B(\frac12,2)=\frac43$ gives $E^2/(2\pi^2|v||a|^2)$ for $N=1$, and $B(\frac12,\frac32)=\frac\pi2$ gives $|E|/(8\pi|v||a|)$ for $N=2$. The series diverges as $|\beta|\to1$ for $N\le2$, where $c$ reaches zero.

**(f) No rotation forces $\mu=0$. Decide for each $N$ whether the power law survives at small $|E|$, and find what replaces it where it changes.**

*Solution.* In (e) the range of $u$ is $(|E|/sc)^{2/N}$, so the relative size of the new term is

$$\lambda=\frac{\mu u}{|E|}\sim\frac{\mu\,|E|^{2/N-1}}{(sc)^{2/N}} .$$

For $N=1$ this vanishes as $E\to0$ and the $E^2$ law is the leading behaviour, provided the integral is restricted to the region $Q>0$ that adjoins $u=0$; $Q$ turns positive again beyond $\rho\approx sc/|\mu|$, but those states do not belong to the node and depend on terms left out of the expansion. For $N=2$ it is independent of $E$. For $N=3$ it grows as $|E|^{-1/3}$.

*Charge two.* Let $r=\mu/(sc)$, $y=scu/|E|$. For $E>0$, $x=E(1-ry)$ and $Q=E^2P$ with $P=(1-ry)^2-y^2$; for $E<0$, $|x|=|E||1+ry|$, which is $r\to-r$. Since $P=[1-(1+r)y][1+(1-r)y]$, for $|r|<1$ it is positive on $0\le y<1/(1+r)$ and negative beyond. If $|r|>1$ at some angle, $P\approx(r^2-1)y^2>0$ at large $y$, the surface is open, and $D$ depends on states outside the expansion. Closed surfaces at both signs of $E$ need $|\mu|<s(|a|-|b|)$; for $\mu>0$ this says that the top of the lower band, $(\mu-sc)u$, is negative at every angle.

Let $\kappa=1-r^2$, so $P=1-2ry-\kappa y^2$ and $P'=-2r-2\kappa y$. Solving for $y$ gives $1-ry=1+r^2/\kappa+rP'/2\kappa=1/\kappa+rP'/2\kappa$. The second piece integrates to $(r/\kappa)[\sqrt P]=-r/\kappa$, since $P$ goes from 1 to 0. For the first, $P=1/\kappa-\kappa(y+r/\kappa)^2$; with $\sin\psi=\kappa y+r$, $P=\cos^2\psi/\kappa$ and $dy/\sqrt P=d\psi/\sqrt\kappa$, and $\psi$ runs from $\arcsin r$ to $\pi/2$. Therefore

$$J(r)=\frac{\arccos r}{(1-r^2)^{3/2}}-\frac r{1-r^2},\qquad D(\pm|E|)=\frac{|E|}{4\pi^2|v|s^3}\Big\langle\frac{J(\pm\mu/sc)}c\Big\rangle .$$

The linear law survives with different slopes on the two sides. For small $r$, $J\approx\pi/2-2r$: $J(0)$ reproduces (e), and $\mu>0$ lowers the slope above the node and raises it below. As $r\to-1$, $J$ diverges, which is the surface opening.

*Charge three.* Take $\mu>0$; $\mu<0$ follows from $E\to-E$. The top of the lower band at given $\rho,\varphi$ is $\mu\rho^2-sc\rho^3$, positive for $\rho<\mu/(sc)$. The lower band thus rises above the node energy and forms a hole pocket attached to the node. Setting the derivative to zero gives $\rho=2\mu/(3sc)$ and the height $4\mu^3/(27s^2c^2)$. At $E=0$ the integrand of (e) is $\mu u/\sqrt{\mu^2u^2-s^2c^2u^3}=(1-u/u_*)^{-1/2}$ with $u_*=\mu^2/(s^2c^2)$, and its integral is $2u_*$. The average is the case $\alpha=1$, a geometric series: $\langle c^{-2}\rangle=|a|^{-2}/(1-|\beta|^2)$. So

$$D(0)=\frac{\mu^2}{2\pi^2|v|\,s^4\,(|a|^2-|b|^2)} .$$

The density of states does not vanish at the node energy. The value holds when the pocket radius lies inside the range of the expansion; otherwise it depends on terms left out.

At large $E$, $|\lambda|=(E/E^*)^{-1/3}$ with $E^*=|\mu|^3/(s^2|a|^2)$ when $c$ is set to $|a|$. For $E$ above the top of the lower band, $x/\sqrt Q=\partial_E\sqrt Q$, so $D=d\mathcal N/dE$ with $\mathcal N\propto\langle\int du\sqrt Q\rangle$; endpoint terms vanish because $Q=0$ there. Then $\partial_\mu\int du\sqrt Q=-\int du\,ux/\sqrt Q$, which at $\mu=0$, with $u=(E/sc)^{2/3}\eta$, is $-(E/sc)^{4/3}\int_0^1\eta\,(1-\eta^3)^{-1/2}d\eta$. To first order in $\mu$ the change of $D$ is negative and proportional to $\mu E^{1/3}$, so $1-D/D_{\rm pow}$ is positive and falls as $(E/E^*)^{-1/3}$. In this model the $|E|^{2/3}$ law needs $\mu=0$ or $|E|\gg E^*$.

**(g) Evaluate the results for round model parameters: $v=0.2$, $w=0.04$ Ha bohr, $m=0.5$ Ha bohr$^2$; $(|a|,|b|)=(0.2,0.05),(1,0.4),(5,2)$ Ha bohr$^N$ for $N=1,2,3$; $m_0=0.1$ or $0.3$ Ha bohr$^2$; $E=10^{-3}$ Ha $=27.2$ meV.**

*Solution.* Both $a$ and $b$ are nonzero, so $p=n/2$ and the axes are $C_2$, $C_4$, $C_6$. As $v>0$ and $|a|>|b|$, $\chi=-1,-2,-3$. Further $t=0.04/0.2=0.2$, $s=0.9798$, and $\mu=m_0-0.2\times0.5=0$ or $0.2$ Ha bohr$^2$. Densities are in 1/(Ha bohr$^3$), which equals $248.0$ eV$^{-1}$nm$^{-3}$.

For $\mu=0$:

$$D_1=\frac{3\times1.33333\times1.06667\times10^{-6}}{8\pi^2\times0.2\times0.9798^4\times0.2^2}=7.33\times10^{-6},$$

$$D_2=\frac{2\times1.57080\times1.04406\times10^{-3}}{8\pi^2\times0.2\times0.9798^3\times1}=2.21\times10^{-4},$$

$$D_3=\frac{\frac53\times1.68262\times1.01918\times(10^{-3})^{2/3}}{8\pi^2\times0.2\times0.9798^{8/3}\times5^{2/3}}=6.54\times10^{-4},$$

or $1.82\times10^{-3}$, $5.48\times10^{-2}$ and $0.162$ eV$^{-1}$nm$^{-3}$. Counting states of the unsheared Hamiltonian at quasi-random points tests these prefactors and gives exponents $2.000$, $1.000$, $0.667$.

For $N=2$, $\mu=0.2$ is below the limit $0.9798\times(1-0.4)=0.588$ Ha bohr$^2$. The angular average gives $D(+E)=1.70\times10^{-4}$ and $D(-E)=3.15\times10^{-4}$, that is $0.0422$ and $0.0780$ eV$^{-1}$nm$^{-3}$, with ratio $1.85$; they lie on either side of $D_2$, as the slope of $J$ requires. At $\rho=0.05$ bohr$^{-1}$ and $\mu$ equal to $0.9$ and $1.1$ times the limit, the top of the lower band is $\mp0.1\times0.588\times0.05^2=\mp1.47\times10^{-4}$ Ha, and the program tests this change of sign.

For $N=3$, $\mu=0.2$, the pocket radius runs from $0.2/(0.9798\times7)=0.029$ to $0.2/(0.9798\times3)=0.068$ bohr$^{-1}$, and

$$E^*=\frac{0.2^3}{0.9798^2\times5^2}=3.33\times10^{-4}\ {\rm Ha}=9.07\ {\rm meV},$$

$$D(0)=\frac{0.2^2}{2\pi^2\times0.2\times0.9798^4\times(25-4)}=5.24\times10^{-4}=0.130\ {\rm eV^{-1}nm^{-3}} .$$

State counting in a window of $\pm1.5\times10^{-5}$ Ha also gives $5.24\times10^{-4}$. At $E=3.0E^*$ the radial integral gives $3.88\times10^{-4}$, or $0.096$ eV$^{-1}$nm$^{-3}$, which is $0.594$ of $D_3$ and is smaller than $D(0)$. Since $D$ grows as $E^{2/3}$ at large $E$, it is not monotonic above the node. The two values come from different bands: $D(0)$ counts the hole pocket, whose highest point, at $c=|a|-|b|$, is $\frac4{27}\cdot\frac{25}9E^*<E^*$, while at $3E^*$ the upper band alone contributes. The deviation $1-D/D_{\rm pow}$ is $8.2\times10^{-2}$, $8.6\times10^{-3}$ and $8.7\times10^{-4}$ at $E/E^*=10^3,10^6,10^9$, and the factor of ten between the last two is the tested $-1/3$ power. These energies probe the formula, not a crystal: for these parameters the $|E|^{2/3}$ law is still 8% off, relative to $D_{\rm pow}$, at a thousand times $9$ meV, far outside the range of a low-order expansion in $\mathbf q$.

## Table of computed values

```
lattice-compatible n: [1, 2, 3, 4, 6]
C2: p=0..1 |chi| = [0, 1], min-gap exponents = [0.0, 1.0]
C3: p=0..2 |chi| = [0, 1, 1], min-gap exponents = [0.0, 1.0, 1.0]
C4: p=0..3 |chi| = [0, 1, 2, 1], min-gap exponents = [0.0, 1.0, 2.0, 1.0]
C6: p=0..5 |chi| = [0, 1, 2, 3, 2, 1], min-gap exponents = [0.0, 1.0, 2.0, 3.0, 2.0, 1.0]
C6 p=3: gap exponent at fixed qz=0 = 2.00
C3+T at TRIM: spinless |chi| = 2, spinful |chi| = 3
C3, f=q+^2+eps q-^1: chi outer -2, centre 1, satellites [-1, -1, -1]
C4, f=q+^3+eps q-^1: chi outer -3, centre 1, satellites [-1, -1, -1, -1]
C3, f=q+^3+eps q-^0: chi outer -3, centre 0, satellites [-1, -1, -1]
C2, f=q+^2+eps q-^0: chi outer -2, centre 0, satellites [-1, -1]
v = 0.2 Ha bohr, w = 0.04 Ha bohr, m = 0.5 Ha bohr^2, arg b = 0.7 rad
t = 0.200, s = 0.979796, E = 0.001 Ha = 27.21 meV
m0 = 0.1 -> mu = 0.000; m0 = 0.3 -> mu = 0.200 Ha bohr^2
1/(Ha bohr^3) = 247.9967 /(eV nm^3)
N=1: |a|=0.2, |b|=0.05 Ha bohr^1, chi=-1, B=1.33333, 2F1=1.06667
  mu=0: D(E)=7.3294e-06 /(Ha bohr^3) = 1.8177e-03 /(eV nm^3)
  sampled D(E)=7.3288e-06 /(Ha bohr^3), sampled exponent 2.000
N=2: |a|=1.0, |b|=0.4 Ha bohr^2, chi=-2, B=1.57080, 2F1=1.04406
  mu=0: D(E)=2.2082e-04 /(Ha bohr^3) = 5.4764e-02 /(eV nm^3)
  sampled D(E)=2.2082e-04 /(Ha bohr^3), sampled exponent 1.000
N=3: |a|=5.0, |b|=2.0 Ha bohr^3, chi=-3, B=1.68262, 2F1=1.01918
  mu=0: D(E)=6.5362e-04 /(Ha bohr^3) = 1.6210e-01 /(eV nm^3)
  sampled D(E)=6.5375e-04 /(Ha bohr^3), sampled exponent 0.667
N=2: closed-pocket limit s(|a|-|b|) = 0.5879 Ha bohr^2
N=2, mu=0.2: D(+1e-03 Ha)=1.7033e-04 (sampled 1.7034e-04) /(Ha bohr^3) = 4.2240e-02 /(eV nm^3)
N=2, mu=0.2: D(-1e-03 Ha)=3.1453e-04 (sampled 3.1455e-04) /(Ha bohr^3) = 7.8001e-02 /(eV nm^3)
N=2: D(-E)/D(+E) = 1.8466
N=2 top of lower band at rho=0.05/bohr, mu=0.9, 1.1 x limit: -1.470e-04, 1.470e-04 Ha
N=3, mu=0.2: pocket radius 0.02916 to 0.06804 1/bohr
  E* = 3.3333e-04 Ha = 9.07 meV
  D(0) = 5.2353e-04 /(Ha bohr^3) = 1.2983e-01 /(eV nm^3)
  sampled D(0), window +-1.5e-05 Ha: 5.2396e-04 /(Ha bohr^3)
  D(E) = 3.8805e-04 /(Ha bohr^3) = 9.6235e-02 /(eV nm^3), E/E* = 3.00
  window 0.9E..1.1E: formula 3.8793e-04, sampled 3.8771e-04 /(Ha bohr^3)
  D(E)/power law = 0.5937
  1 - D/power law at E/E* = 1e3, 1e6, 1e9: 8.161e-02, 8.636e-03, 8.685e-04
```
